\section*{Why the Energy Exponent Doubles in Range-Truncated LNV Minimization}

\section{Two errors from one truncation}

In an insulator with a short-ranged Hamiltonian the one-electron density matrix falls off exponentially with distance. One family of linear-scaling methods uses this by storing matrix elements only up to a range $R$ and minimizing an energy functional over them. The energy then converges much faster than the matrix. On the 80-site chain treated below, with $R=10$ sites, the root-mean-square error per matrix row is $8.1\times10^{-4}$, while the grand-potential error per site is $9.5\times10^{-7}$ in units of the hopping. Going to $R=18$ divides the first error by about 62 and the second by about 3900, which is close to $62^2$.

To find the reason, we expand the energy error in powers of the matrix error and weigh each contribution.

\section{The functional and its setting}

The electrons are spinless and independent, the basis is real and orthonormal, and the Hamiltonian $H$ is a fixed finite matrix. The chemical potential $\mu$ is also fixed and lies in a gap. Define
\begin{equation}
K=H-\mu,\qquad g=\min_i|e_i|,\qquad W=\max_i|e_i|,
\end{equation}
where $e_i$ are the eigenvalues of $K$. The exact zero-temperature density matrix $P$ projects onto the states with $e_i<0$, so $P^2=P$ and $PK=KP$. The Li-Nunes-Vanderbilt (LNV) functional is
\begin{equation}
\Omega[L]=\mathrm{Tr}\left[(3L^2-2L^3)K\right].
\end{equation}
At $L=P$ it equals the exact grand potential $\mathrm{Tr}[PK]$.

The trial matrix $L$ is symmetric and vanishes beyond range $R$. We write $L_R$ for the truncated minimizer, $\delta=L_R-P$ for its error and $\Delta\Omega=\Omega[L_R]-\Omega[P]$. The word minimizer means a local one near $P$, because the functional is unbounded below: if $L$ has eigenvalue $\lambda$ on an eigenstate with $e_i>0$, that state contributes $(3\lambda^2-2\lambda^3)e_i$, which tends to $-\infty$ as $\lambda\to\infty$. Truncation does not cure this: the allowed matrix $\lambda\mathbf 1$ gives $(3\lambda^2-2\lambda^3)\,\mathrm{Tr}K$, which is unbounded below whenever $\mathrm{Tr}K\neq0$, as for the chain treated below.

Matrix errors are measured by the Frobenius norm, $\|\delta\|_F^2=\sum_{ij}\delta_{ij}^2$. The result concerns this total error, not the error of one chosen element.

\section{First order: no contribution}

Change $L$ by a small symmetric matrix $X$. Keeping the order of the factors, the linear change of $\Omega$ is
\begin{equation}
\mathrm{Tr}\left[\{3(XL+LX)-2(XL^2+LXL+L^2X)\}K\right].
\end{equation}
Cyclic permutation brings $X$ to the front of each term, so the change is $\mathrm{Tr}[XG]$ with
\begin{equation}
G=3(LK+KL)-2(L^2K+LKL+KL^2).
\label{eq:grad}
\end{equation}
At $L=P$ all factors commute and $P^2=P$. The first bracket becomes $2PK$ and the second $3PK$, hence $G=6PK-6PK=0$. The functional is stationary at $P$ in every direction, inside or outside the allowed range.

The functional $\mathrm{Tr}[LK]$ has the same value at $P$ but is not stationary there. Along one random direction of unit norm its numerical slope is $-0.51\,t$, with $t$ the hopping, while the LNV slope is zero to rounding.

\section{Second order: the leading contribution}

Insert $L=P+\delta$. The second-order part of $L^2$ is $\delta^2$, and that of $L^3$ is $P\delta^2+\delta P\delta+\delta^2P$. The only third-order term is $\delta^3$, from $L^3$. Since the first order vanishes,
\begin{align}
\Delta\Omega&=Q-2\,\mathrm{Tr}[\delta^3K],\label{eq:expand}\\
Q&=\mathrm{Tr}\left[\{3\delta^2-2(P\delta^2+\delta P\delta+\delta^2P)\}K\right].
\end{align}
This is an identity, because $\Omega$ is a cubic polynomial.

Evaluate $Q$ in the eigenbasis of $K$, where $P$ has diagonal elements $n_i=1$ (occupied) or $0$ (empty):
\begin{align}
\mathrm{Tr}[\delta^2K]&=\sum_{ij}e_i\delta_{ij}^2,\\
\mathrm{Tr}[P\delta^2K]=\mathrm{Tr}[\delta^2PK]&=\sum_{ij}n_ie_i\delta_{ij}^2,\\
\mathrm{Tr}[\delta P\delta K]&=\sum_{ij}n_je_i\delta_{ij}^2.
\end{align}
Therefore
\begin{equation}
Q=\sum_{ij}e_i(3-4n_i-2n_j)\,\delta_{ij}^2 .
\end{equation}
The bracket takes four values:
\begin{itemize}
\item $i,j$ both occupied: $-3$, and $-3e_i=3|e_i|$;
\item $i,j$ both empty: $+3$, giving $3|e_i|$;
\item $i$ occupied, $j$ empty: $-1$, giving $|e_i|$;
\item $i$ empty, $j$ occupied: $+1$, giving $|e_i|$.
\end{itemize}
Since $\delta_{ij}^2$ is symmetric, $|e_i|$ may be replaced by its average over the two indices:
\begin{equation}
Q=\sum_{ij}w_{ij}\delta_{ij}^2,\qquad w_{ij}=s_{ij}\,\frac{|e_i|+|e_j|}{2},
\label{eq:Q}
\end{equation}
with $s_{ij}=3$ when both states are occupied or both empty, and $s_{ij}=1$ otherwise. Every weight lies between $g$ and $3W$, so
\begin{equation}
g\|\delta\|_F^2\le Q\le 3W\|\delta\|_F^2 .
\end{equation}

Two facts have been used separately. Stationarity removes the linear term and so gives an upper bound of second order. The gap makes the curvature positive, which gives the lower bound. Without the lower bound the energy could converge faster than the square of the matrix error.

\section{Third order: a small correction}

Let $d$ be the operator norm of $\delta$, its largest eigenvalue in magnitude. The Cauchy-Schwarz inequality for the trace gives
\begin{equation}
|\mathrm{Tr}[\delta^3K]|\le\|\delta\|_F\,\|\delta^2K\|_F\le\|\delta\|_F\,(d\,\|\delta\|_F\,W).
\end{equation}
Combined with the bounds on $Q$,
\begin{equation}
(g-2Wd)\|\delta\|_F^2\le\Delta\Omega\le(3W+2Wd)\|\delta\|_F^2 .
\label{eq:sandwich}
\end{equation}
The lower bound is useful when $d<g/(2W)$. Equation~(\ref{eq:sandwich}) holds for any symmetric $\delta$, whatever its origin.

\section{Why truncation fixes both errors}

Let $P_R$ be $P$ with all elements beyond $R$ set to zero, and let $\tau=\|P-P_R\|_F$ be the norm of the omitted tail. No allowed matrix can reproduce the omitted elements, so $\|\delta\|_F\ge\tau$.

To show that a minimizer exists near $P$, consider the allowed matrices within Frobenius distance $\rho=g/(4W)$ of $P$. The operator norm never exceeds the Frobenius norm, so inside this ball $g-2Wd\ge g/2$. On its surface the functional therefore lies at least $g\rho^2/2$ above $\Omega[P]$. The matrix $P_R$ is an allowed trial matrix whose error is at most $(3W+2W\tau)\tau^2$. Once $R$ is large enough for this to be below $g\rho^2/2$, with $\tau<\rho$, the lowest point in the ball is not on the surface. It is a local minimizer $L_R$, and it lies no higher than $P_R$. Hence
\begin{equation}
\frac g2\tau^2\le\frac g2\|\delta\|_F^2\le\Delta\Omega\le(3W+2W\tau)\tau^2 .
\label{eq:chain}
\end{equation}
The matrix error is of order $\tau$ and the grand-potential error of order $\tau^2$. If $\tau$ decays as $e^{-\alpha R}$ up to powers of $R$, then $\Delta\Omega$ decays as $e^{-2\alpha R}$ up to powers of $R$. On a finite ring this describes ranges well below half the circumference. The existence argument is not uniform in system size: on a periodic chain $\tau$ grows as the square root of the number of sites while $\rho$ is fixed, so the range it requires grows as the logarithm of the size. For the 80-site chain below its condition holds from $R=8$ among the even ranges; the results at $R=4$ and $6$ are numerical observations outside the proof.

If the gap closes, $g\to0$ and the lower bound is lost. The upper bound survives, but the argument for a nearby minimizer does not.

\section{The gapped chain}

Take a ring of 80 sites with 40 electrons, hopping $t=1$, site energies alternating between $+\Delta$ and $-\Delta$ with $\Delta=1$, second-neighbour hopping $t_2=0.1$, and $\mu=-0.2$. Energies are in units of $t$ and distances in sites. The gap is 2, with $g=1$ and $W=2.636$.

\subsection{The decay of $P$}

For wave number $q$ per site, the alternating potential couples $q$ to $q+\pi$. The hopping energies of these two waves are $2t\cos q$ and $-2t\cos q$, while $t_2$ gives both the same energy $2t_2\cos2q$. The bands of $H$ are thus $2t_2\cos 2q\pm E(q)$ with
\begin{equation}
E(q)=\sqrt{\Delta^2+4t^2\cos^2q}.
\end{equation}
The common shift does not alter the eigenvectors, so $P$ is independent of $t_2$ while $\mu$ stays in the gap. Between different sites its elements are, up to a factor of magnitude $1/2$, Fourier coefficients of $\Delta/E$ and $2t\cos q/E$. Their decay is set by the complex zeros of $E$. At $q=\pi/2+i\kappa$ one has $\cos q=-i\sinh\kappa$, and $E=0$ requires
\begin{equation}
\sinh\kappa=\frac{\Delta}{2t}.
\end{equation}
Moving the integration path up to this point gives a factor $e^{-\kappa n}$ at distance $n$. Near it the integrand varies as $x^{-1/2}$, with $x$ the distance along the cut, and $\int_0^\infty x^{-1/2}e^{-nx}dx=\sqrt{\pi/n}$. The elements decay as $e^{-\kappa n}/\sqrt n$. Here $\kappa=0.4812$; with the factor $1/\sqrt n$ divided out, the computed elements at $n=24$ and $26$ give $0.4807$, and those at $n=23$ and $25$ give $0.4825$.

\subsection{The exponents}

Some of the results, all at even ranges, are listed below. The prefactors alternate with the parity of $R$: at the odd ranges from 5 to 17 the last column lies between 1.94 and 2.00, while the ratio of the two exponents is again 2.00. The matrix error is $\|\delta\|_F/\sqrt{80}$.

\begin{center}
\begin{tabular}{cccc}
$R$ & matrix error & $\Delta\Omega$ per site & $\Delta\Omega/\|\delta\|_F^2$\\
6 & $7.01\times10^{-3}$ & $7.28\times10^{-5}$ & 1.481\\
10 & $8.06\times10^{-4}$ & $9.47\times10^{-7}$ & 1.459\\
14 & $1.00\times10^{-4}$ & $1.45\times10^{-8}$ & 1.453\\
18 & $1.29\times10^{-5}$ & $2.42\times10^{-10}$ & 1.450
\end{tabular}
\end{center}

From $R=6$ to $R=18$ the logarithm of the matrix error falls by $\ln(7.012\times10^{-3}/1.292\times10^{-5})=6.30$, and that of the grand-potential error by $\ln(7.280\times10^{-5}/2.420\times10^{-10})=12.61$. Their ratio is 2.00. Fits through the even ranges from 6 to 18 give exponents 0.524 and 1.049 per site, again with ratio 2.00. A second chain with $\Delta=1.5$, fitted over the even ranges from 4 to 12, gives 0.756 and 1.514, with the same ratio.

The fitted 0.524 exceeds $\kappa$ because of the power of $R$. The squared tail per row is proportional to $\sum_{n>R}e^{-2\kappa n}/n$. The exponential confines this sum to the first few $n$ above $R$, where $1/n\approx1/R$, so for large $R$ it approaches $e^{-2\kappa R}/[R(e^{2\kappa}-1)]$ and $\tau\propto e^{-\kappa R}/\sqrt R$. The matrix error follows $\tau$: the computed ratio $\|\delta\|_F/\tau$ is 1.09 at the even ranges from 4 to 18 and 1.17 to 1.18 at the odd ones. The logarithmic slope of $e^{-\kappa R}/\sqrt R$ is $-(\kappa+1/(2R))$, and at the middle range $R=12$ this gives $0.481+0.042=0.523$. The estimate is good to a few units in the third decimal only: fitted over the same ranges, $e^{-\kappa R}/\sqrt R$ gives 0.526 and the square root of the sum itself gives 0.520. The power enters the energy squared as well, so it cancels in the ratio.

\subsection{The weights of the contributions}

\textbf{The cubic term.} By the bound above, its share of $\Delta\Omega/\|\delta\|_F^2$ is at most $2Wd$. At $R=10$, $d=1.80\times10^{-3}$ and $2Wd=0.0095$, at most 0.7\% of 1.459. At $R=4$, where $d=0.042$, the bound is 0.22 out of 1.52, or 15\%. The bound is far from sharp: the computed share of the cubic term in $\Delta\Omega$ is 0.6\% at $R=4$ and below 0.01\% at $R=10$.

\textbf{Omitted and retained elements.} The omitted tail and the error inside the range occupy different matrix elements, so their squares add. At $R=10$ the tail accounts for $(7.404/8.056)^2=0.84$ of $\|\delta\|_F^2$. The other 16\% is the readjustment of retained elements. It makes the matrix slightly worse than $P_R$ in the Frobenius norm, but lowers the grand-potential error from $1.26\times10^{-6}$ to $9.5\times10^{-7}$ per site, by 25\%. At odd ranges the tail accounts for only about 0.72 of $\|\delta\|_F^2$.

\textbf{Mixing and occupation errors.} The purified matrix $\tilde\rho=3L_R^2-2L_R^3$ separates the blocks of $\delta$. Its first-order error is
\begin{equation}
3(P\delta+\delta P)-2(P\delta+P\delta P+\delta P)=P\delta+\delta P-2P\delta P .
\end{equation}
In the occupied-occupied block this is $(1+1-2)\delta=0$, in the empty-empty block it is zero, and between occupied and empty states it is $\delta$ itself. Purification thus keeps the mixing of occupied with empty states at first order. At $R=18$, where higher orders are negligible, the mixing part makes up $(1.266/1.292)^2=0.96$ of $\|\delta\|_F^2$. The remaining 4\% carries weights between $3g=3$ and $3W=7.9$, so it supplies between 0.12 and 0.32 of the total 1.45, or 8 to 22\%. The computed share of mixing across the gap in $\Delta\Omega$ is 85 to 88\% at the even ranges from 4 to 18, and 52 to 53\% at the odd ranges from 5 to 17. At $R=17$ the mixing part is only 0.78 of $\|\delta\|_F^2$, and the other 22\%, with weights of at least 3, supplies at least a third of the total 1.94.

\section{Particle number and energy}

At fixed $\mu$ the particle number may change. The first-order change is $\mathrm{Tr}[P\delta+\delta P-2P\delta P]=0$, by cyclicity and $P^2=P$. For the second order, replace $K$ by the unit matrix in the calculation of $Q$, which gives $\sum_{ij}(3-4n_i-2n_j)\delta_{ij}^2$. The mixed terms, with factors $-1$ and $+1$, cancel. With $o$ and $v$ for the occupied and empty blocks,
\begin{equation}
\Delta N=3\left(\|\delta_{vv}\|_F^2-\|\delta_{oo}\|_F^2\right)-2\,\mathrm{Tr}[\delta^3].
\end{equation}
Since $H=K+\mu$, the energy error is $\Delta E=\Delta\Omega+\mu\Delta N$, also of second order. At $R=10$, per site,
\begin{equation}
\Delta E=9.470\times10^{-7}+(-0.2)(-1.30\times10^{-8})=9.50\times10^{-7}.
\end{equation}
The number term contributes 0.3\% here, but this share depends on the zero of energy: shifting $H$ and $\mu$ by the same constant leaves $K$, $\Delta\Omega$ and $\Delta N$ unchanged while changing $\mu\Delta N$. The positive lower bound was proved for $\Delta\Omega$; in general $\mu\Delta N$ may have either sign.

\section{Is stationarity the cause?}

It seems natural to test the explanation by putting the truncated matrix into the non-stationary functional $\mathrm{Tr}[LK]$ and looking for a first-order error. That test fails, for two reasons.

First, once $H$ fits within the range, the trace samples only retained elements, so $\mathrm{Tr}[P_RK]=\mathrm{Tr}[PK]$ with no error at all. Secondly, at the minimizer $\mathrm{Tr}[GX]=0$ for every allowed $X$. Both the unit matrix and $L_R$ are allowed. With $L=L_R$ in Eq.~(\ref{eq:grad}),
\begin{align}
0=\mathrm{Tr}[G]&=6\,\mathrm{Tr}[LK]-6\,\mathrm{Tr}[L^2K],\\
0=\mathrm{Tr}[GL]&=6\,\mathrm{Tr}[L^2K]-6\,\mathrm{Tr}[L^3K].
\end{align}
The three traces are equal, and $\Omega[L_R]=(3-2)\,\mathrm{Tr}[L_RK]$. The linear functional inherits the second-order error from the minimization.

Stationarity is therefore sufficient for a second-order error, but a small energy error after truncation does not by itself prove that the functional used is stationary. What stationarity adds is protection against matrix errors of any shape, such as those left by incomplete minimization. The linear functional errs by $\mathrm{Tr}[\delta K]$, which is of first order when $\delta$ has a component along $K$; whether an unfinished minimization leaves such a component depends on its starting point. To see this, add to $L_R$ an error inside the range, of the same size as the truncation error:
\begin{equation}
L=L_R+\eta\,\frac{K}{\|K\|_F},\qquad \eta=\|\delta\|_F .
\end{equation}
The linear functional now errs by $\Delta\Omega+\eta\|K\|_F$, which is first order. The LNV error remains second order, since the total deviation from $P$ is still of order $\eta$ and Eq.~(\ref{eq:sandwich}) applies to it. At $R=10$ the errors per site are $1.4\times10^{-3}$ and $4.8\times10^{-6}$, a factor of about 300. As powers of $\|\delta\|_F$, the fits give 1.00 for the linear functional and 2.00 for LNV.

\section*{Calculated quantities}
\begin{verbatim}
sites 80, electrons 40
t = 1.0, t2 = 0.1 t, Delta = 1.0 t, mu = -0.2 t
gap = 2.0000 t
g = 1.0000 t, W = 2.6361 t
exact Omega per site = -0.73880499 t
kappa from branch point = 0.48121 per site
kappa from elements of P = 0.48070 per site
slope at P, random direction: LNV -4.7e-14 t
slope at P, same direction: Tr[LK] -0.5140 t
Matrix errors, Frobenius norm / sqrt(sites), dimensionless
 R  cut P      L_R        purified   op. norm of L_R - P
 4  2.024e-02  2.199e-02  2.153e-02  4.215e-02
 6  6.440e-03  7.012e-03  6.862e-03  1.458e-02
 8  2.153e-03  2.344e-03  2.295e-03  5.100e-03
10  7.404e-04  8.056e-04  7.890e-04  1.798e-03
12  2.593e-04  2.820e-04  2.763e-04  5.871e-04
14  9.201e-05  1.000e-04  9.799e-05  2.143e-04
16  3.296e-05  3.582e-05  3.509e-05  8.111e-05
18  1.189e-05  1.292e-05  1.266e-05  3.014e-05
Errors per site: Omega and E in t, N in electrons
 R  Omega[L_R] Omega[P_R] E[L_R]     N[L_R]
 4  7.361e-04  9.794e-04  7.384e-04  -1.148e-05
 6  7.280e-05  9.724e-05  7.301e-05  -1.080e-06
 8  8.053e-06  1.075e-05  8.076e-06  -1.145e-07
10  9.470e-07  1.262e-06  9.496e-07  -1.301e-08
12  1.158e-07  1.541e-07  1.161e-07  -1.547e-09
14  1.453e-08  1.933e-08  1.457e-08  -1.901e-10
16  1.861e-09  2.473e-09  1.866e-09  -2.393e-11
18  2.420e-10  3.214e-10  2.426e-10  -3.067e-12
Omega error / squared Frobenius error of L_R, in t
 4  1.5224
 6  1.4806
 8  1.4659
10  1.4591
12  1.4552
14  1.4527
16  1.4508
18  1.4495
Fits over R = 6 to 18 sites
matrix exponent alpha = 0.5239 per site
Omega exponent beta = 1.0494 per site
beta / alpha = 2.0030
power of matrix error: Omega 2.0030, E 2.0031
power of matrix error: purified matrix 0.9998
control powers: Tr[LK] 1.0008, LNV 2.0000
control at R = 10, per site: Tr[LK] 1.410e-03 t, LNV 4.770e-06 t
second chain, Delta = 1.5 t, R = 4 to 12 sites:
alpha = 0.7561, beta = 1.5143 per site, ratio = 2.0027
\end{verbatim}
